# Energy Spreading and the Total Current Autocorrelation in a Chain

## The situation

A long chain of atoms rests in thermal equilibrium. At one instant a site happens to hold slightly more energy than its average. Later this excess is found, on average, spread over its neighbours. No temperature difference has been applied, yet the way the excess spreads must contain information about heat conduction.

Two quantities describe this equilibrium motion. One is the mean-square width of the energy correlation. The other is the time correlation of the total energy current. Conservation of energy ties them together, whether the spreading is ballistic, diffusive or something between.

## Definitions and assumptions

Sites are labelled by $n$, with spacing $a$. Site $n$ has energy $e_n$, and $j_n$ is the energy current from site $n-1$ into site $n$. Local conservation reads

$$\dot e_n=j_n-j_{n+1}. \tag{1}$$

The equilibrium state is stationary, invariant under translation by one site, and unchanged when all momenta are reversed. Currents are odd under that reversal, so $\langle j_n\rangle=0$. With $\delta e_n=e_n-\langle e_n\rangle$, define

$$C(n,t)=\langle\delta e_n(t)\,\delta e_0(0)\rangle,\qquad \chi=\sum_n C(n,t)=k_BT^2c,$$

where $c$ is the heat capacity per site. The last equality is the canonical energy-fluctuation formula, used here for a chain at zero pressure. Under pressure $\chi$ must be kept in place of $k_BT^2c$, for a reason given in the section on pressure. The normalised second moment and the current correlation are

$$\sigma^2(t)=\frac{a^2}{\chi}\sum_n n^2C(n,t),\qquad C_{JJ}(t)=\sum_nF_n(t),\qquad F_n(t)=\langle j_n(t)j_0(0)\rangle .$$

With $J=\sum_n j_n$, translation invariance gives $C_{JJ}=\langle J(t)J(0)\rangle/N$ for $N$ sites. The infinite-chain limit is taken in an ensemble where total energy, momentum and length fluctuate. Fixing them adds correlations of order $1/N$ between distant sites, and sums over all sites do not discard these.

The claim is

$$\boxed{\frac{d^2\sigma^2}{dt^2}=\frac{2a^2}{k_BT^2c}\,C_{JJ}(t).} \tag{2}$$

Nothing in its definition forces $C(n,t)$ to be positive at every site, so $\sigma^2$ is a second moment and need not be the variance of a probability distribution.

## Two time derivatives

Differentiate once, then use stationarity to shift both times by $-t$:

$$\partial_tC(n,t)=\langle\dot e_n(t)\,\delta e_0(0)\rangle=\langle\dot e_n(0)\,\delta e_0(-t)\rangle .$$

Now $t$ sits in the second factor with a minus sign. Differentiating again and shifting back gives

$$\partial_t^2C(n,t)=-\langle\dot e_n(0)\,\dot e_0(-t)\rangle=-\langle\dot e_n(t)\,\dot e_0(0)\rangle .$$

Insert (1) for both rates:

$$\partial_t^2C=-\big\langle[j_n(t)-j_{n+1}(t)]\,[j_0(0)-j_1(0)]\big\rangle .$$

By translation invariance the four products are

$$\langle j_nj_0\rangle=F_n,\quad \langle j_nj_1\rangle=F_{n-1},\quad \langle j_{n+1}j_0\rangle=F_{n+1},\quad \langle j_{n+1}j_1\rangle=F_n,$$

the first factor being taken at $t$ and the second at $0$. Hence

$$\partial_t^2C=-(F_n-F_{n-1}-F_{n+1}+F_n)=F_{n+1}-2F_n+F_{n-1}. \tag{3}$$

The minus sign from stationarity has turned the product of two differences into a positive second difference.

## The second moment

Multiply (3) by $n^2$ and sum. Relabelling the shifted terms collects everything that multiplies one $F_n$:

$$\sum_n n^2(F_{n+1}-2F_n+F_{n-1})=\sum_nF_n\left[(n-1)^2-2n^2+(n+1)^2\right].$$

The bracket is $n^2-2n+1-2n^2+n^2+2n+1=2$. Therefore

$$\sum_n n^2\,\partial_t^2C(n,t)=2\sum_nF_n(t)=2C_{JJ}(t),$$

and multiplication by $a^2/\chi$ gives (2). No continuum limit was taken.

If the sum is first cut at $\pm M$, relabelling leaves end terms no larger than order $M^2|F_n|$ with $n$ near $\pm M$. These vanish as $M\to\infty$ if the current correlation falls faster than $n^{-2}$ at fixed time, which is assumed here. On a finite ring the result holds while correlations have not reached the site opposite the origin. After that, "distance squared" has a kink where the correlation is nonzero.

The first moment needs no correction. Its second derivative contains $(n-1)-2n+(n+1)=0$. Its initial rate contains equal-time averages of a current with an energy, which vanish under momentum reversal. Its initial value vanishes because $C(n,0)=C(-n,0)$. It therefore stays zero.

## The integrated form and conductivity

The initial rate of $\sigma^2$ also contains only equal-time averages $\langle j_n\,\delta e_0\rangle$, so it is zero. Integrating (2) once gives a running diffusivity,

$$D(t)\equiv\frac12\frac{d\sigma^2}{dt}=\frac{a^2}{\chi}\int_0^tC_{JJ}(s)\,ds. \tag{4}$$

Integrating again and exchanging the order of the two integrals gives

$$\sigma^2(t)=\sigma^2(0)+\frac{2a^2}{\chi}\int_0^t(t-s)\,C_{JJ}(s)\,ds. \tag{5}$$

The factor $t-s$ is the time left for a current correlation at $s$ to add to the width.

Suppose $D(t)$ tends to a finite positive $D$, and that at long distances the correlation obeys the diffusion equation that follows from Fourier's law. A chain of cross-section $A$ has heat capacity $c/(aA)$ per volume, so

$$\kappa=\frac{c}{aA}D=\frac{a}{k_BT^2A}\int_0^\infty C_{JJ}(s)\,ds .$$

This is the Green–Kubo formula for the chain. Equation (2) needs neither Fourier's law nor convergence of this integral.

## Three kinds of spreading

If $C_{JJ}$ tends to a positive constant $C_\infty$, then $\sigma^2\simeq a^2C_\infty t^2/\chi$ and the spreading is ballistic. If $C_{JJ}$ has a finite, positive time integral, $D(t)$ saturates and $\sigma^2$ grows as $2Dt$.

Between these lies a slow tail $C_{JJ}\simeq Bt^{-\delta}$ with $0<\delta<1$. The first integral grows as $Bt^{1-\delta}/(1-\delta)$, and the second gives

$$\sigma^2(t)\simeq\frac{2a^2B}{\chi(1-\delta)(2-\delta)}\,t^{2-\delta}. \tag{6}$$

At $\delta=1$ the powers are replaced by $t\ln t$. As a numerical test, take $C_{JJ}\propto(1+t/t_0)^{-2/3}$. Between $10^9t_0$ and $2\times10^9t_0$, quadrature of (5) gives a width exponent of 1.3337, against $4/3$. At $10^9t_0$ the width is 0.9987 of the value in (6).

For such a tail $D(t)\propto t^{1-\delta}$. If one further assumes that a sample of length $L$ cuts the time integral at $t\sim L/v$, with $v$ the sound speed, then $\kappa\propto L^{1-\delta}$. That step is an added assumption about finite samples and does not follow from energy conservation.

## Energy current and heat current under pressure

The phrase "heat current" needs care when the chain is under pressure. Let $r_n$ be the stretch of the bond between $n$ and $n+1$, $v_n$ the velocity, $m$ the mass and $V(r)$ the bond energy. With $e_n=mv_n^2/2+V(r_n)$, the equations of motion give

$$\dot e_n=v_n[V'(r_n)-V'(r_{n-1})]+V'(r_n)(v_{n+1}-v_n)=V'(r_n)v_{n+1}-V'(r_{n-1})v_n .$$

Comparison with (1) gives $j_n=-V'(r_{n-1})v_n$. The pressure, here a force, is $P=-\langle V'\rangle$. Part of $j_n$ is mechanical work $Pv_n$; removing it leaves the heat current $j^q_n=j_n-Pv_n$. Its conserved density is $q_n=e_n+Pr_n$, since

$$\dot q_n=j_n-j_{n+1}+P(v_{n+1}-v_n)=j^q_n-j^q_{n+1}.$$

The derivation applies to either pair: $e$ with $j$, or $q$ with $j^q$. Each must be normalised by its own summed fluctuation. At fixed $P$ a bond has the statistical weight $e^{-(V+Pr)/k_BT}$, so differentiating $\langle q_n\rangle$ with respect to $T$ shows that the summed fluctuation of $q$ is $k_BT^2c_P$, with $c_P$ the heat capacity per site at constant pressure. The summed fluctuation of $e$ is in general a different number when $P\neq0$, so (2) for the energy pair then needs $\chi$ itself in place of $k_BT^2c$. The conductivity formula above uses the pair $q$, $j^q$ in that case. At $P=0$ the pairs coincide, and the energy current may be called the heat current.

The error made by mixing them can be found. Write $J=J^q+P\sum_nv_n$. The total momentum is conserved, so by stationarity its correlation with $J^q(t)$ equals the equal-time value. That value is proportional to $\langle -V'-P\rangle=0$. What remains is

$$C_{JJ}(t)=C^q_{JJ}(t)+\frac{P^2k_BT}{m}. \tag{7}$$

The extra constant produces a ballistic term in the energy width, even if $C^q_{JJ}$ decays.

This was tested by molecular dynamics with $V=r^2/2+r^3/3+r^4/4$, in units where $m=a=k_BT=1$, at $P=1$. Starting states were drawn from the equilibrium distribution of independent bonds and momenta: 160,000 samples of 24 sites, followed to $t=3$. The table compares the second moment with the integral in (5). The last column is the standard error of their difference.

| Pair | Width | Integral | Error |
|---|---:|---:|---:|
| energy, energy current | 17.43 | 17.49 | 0.23 |
| $q$, heat current | 11.43 | 11.51 | 0.25 |
| energy, heat current | 17.43 | 9.17 | 0.21 |

The matched pairs agree within one standard error. The mixed pair misses by 8.26. Equation (7) accounts for this: the constant 1 contributes $t^2=9$ to the double integral, and division by the energy variance 1.084 gives 8.30.

## A chain whose current can be followed

Take now a harmonic chain with stiffness $K$, at $P=0$. Let each atom's velocity reverse sign at random times, at rate $\lambda$. A reversal leaves every $e_n$ unchanged, so (1) survives, but it destroys momentum. This is a simple model of scattering that relaxes the current.

Use units $m=K=a=k_BT=1$, so the sound speed is 1 and $c=k_B$ gives $\chi=1$. Between reversals

$$\dot p_n=r_n-r_{n-1},\qquad \dot r_n=p_{n+1}-p_n,\qquad J=-\sum_np_nr_{n-1}.$$

Split $r_{n-1}$ into half the sum and half the difference of neighbouring stretches:

$$J=-S+\tfrac12\dot Q,\qquad S=\tfrac12\sum_np_n(r_{n-1}+r_n),\qquad Q=\tfrac12\sum_np_n^2 .$$

The second term is correct because $\dot Q=\sum_np_n(r_n-r_{n-1})$. Without reversals,

$$\dot S=\tfrac12\sum_n(r_n^2-r_{n-1}^2)+\tfrac12\sum_np_n(p_{n+1}-p_{n-1})=0,$$

since both sums cancel after relabelling. Reversals change the mean of $p_n$ at rate $-2\lambda p_n$. Thus $S$ decays as $e^{-t/\tau}$ with $\tau=1/(2\lambda)$.

Reflecting the chain, $p_n\to p_{-n}$ and $r_n\to-r_{-n-1}$, changes the sign of $S$ but not of $Q$. Their cross-correlations vanish. The equal-time value is $\langle S^2\rangle/N=\frac14\times2=\frac12$. Define $G(t)=\langle\delta Q(t)\delta Q(0)\rangle/N$. The same time-shift argument as before gives $\langle\dot Q(t)\dot Q(0)\rangle/N=-\ddot G$, so

$$C_{JJ}(t)=\tfrac12e^{-t/\tau}-\tfrac14\ddot G(t). \tag{8}$$

Here $\sigma^2(0)=0$, because different sites are independent at equal times. Also $G(0)=\frac12$ and $\dot G(0)=0$. Putting (8) into (5) gives

$$\sigma^2(t)=\tau\left[t-\tau(1-e^{-t/\tau})\right]+\tfrac12\left[\tfrac12-G(t)\right]. \tag{9}$$

**No reversals.** As $\tau\to\infty$ the first term becomes $t^2/2$. For Gaussian momenta, $G=\frac12\sum_n\langle p_n(t)p_0(0)\rangle^2$. By Parseval's theorem this is half the average of $\cos^2\omega_kt$ over wave numbers, with $\omega_k=2|\sin(k/2)|$. Since $\cos^2x=(1+\cos2x)/2$, and the average of $\cos[4t\sin(k/2)]$ is the Bessel function $J_0(4t)$, we have $G=[1+J_0(4t)]/4$ and

$$\sigma^2(t)=\frac{t^2}{2}+\frac{1-J_0(4t)}8 .$$

A direct evolution of the energy correlation reproduces this to $2.1\times10^{-7}$ in units of $a^2$. At late times the width grows as half of $v^2t^2$, because the squared group velocity $v^2\cos^2(k/2)$ averages to $v^2/2$ over the wave numbers.

**With reversals.** Suppose that at late times the kinetic energy remembers only the conserved total energy. Equipartition assigns half of any energy excess to $Q$, so $G$ tends to half of $\langle\delta E\,\delta Q\rangle/N=\frac12$, namely $\frac14$. The approach is not exponential: the stretch is conserved too, and at late times $G-\frac14$ falls as about $0.005\,t^{-1/2}$. It is below $0.001$ at $t=3\tau$, and the tail it leaves in $C_{JJ}$ is integrable. Restoring units,

$$\sigma^2\simeq v^2\tau\left[t-\tau(1-e^{-t/\tau})\right]+\frac{a^2}{8},\qquad D\to\frac{v^2\tau}{2}. \tag{10}$$

## Numbers for a tellurium-like chain

Trigonal tellurium contains helical chains of heavy atoms. Rough values in that regime are $a=0.20$ nm, $v=3.0$ km/s $=3.0$ nm/ps and $\tau=1.5$ ps, at 300 K. The mass is 127.6 u, and each chain is assigned an area of 0.17 nm². The stiffness $K=mv^2/a^2$ is then 47.7 N/m.

At $t=0$, $C_{JJ}=0.1504$ eV²/ps² and $\chi=668.3$ meV² (temperature here in energy units, so $\chi=(k_BT)^2$). The right side of (2) starts at

$$\frac{2(0.20\ \mathrm{nm})^2(0.1504\ \mathrm{eV^2/ps^2})}{668.3\times10^{-6}\ \mathrm{eV^2}}=18.0\ \mathrm{nm^2/ps^2}.$$

For later times, the energy width and the current correlation were evolved separately, from different initial moments. Columns three and four are the two sides of (2), in nm²/ps².

| $t$ (ps) | $\sigma^2$ (nm²) | left | right | $D(t)$ (nm²/ps) |
|---:|---:|---:|---:|---:|
| 0.75 | 2.162 | 6.817 | 6.817 | 2.66 |
| 1.50 | 7.454 | 3.547 | 3.547 | 4.27 |
| 3.00 | 22.996 | 1.053 | 1.053 | 5.84 |
| 4.50 | 41.513 | 0.469 | 0.469 | 6.41 |

The largest mismatch over the run is $1.3\times10^{-4}$ in units of $v^2$. Both columns share the error of the finite time step; a finer step shifts the tabulated values by up to about 0.003 nm²/ps². At 0.75 ps the decaying part alone would give $v^2e^{-1/2}=5.46$ nm²/ps². The remaining 1.36 comes from the kinetic-energy term in (8). That term hardly affects $D$ at this time: the decaying part gives $6.75(1-e^{-1/2})=2.66$ nm²/ps, as in the table. At 4.50 ps, (10) gives 41.513 nm², also as in the table.

The late diffusivity is $D=(3.0)^2(1.5)/2=6.75$ nm²/ps, or 0.0675 cm²/s. With heat capacity $k_B$ per site,

$$\kappa=\frac{(1.381\times10^{-23}\ \mathrm{J/K})(6.75\times10^{-6}\ \mathrm{m^2/s})}{(0.20\times10^{-9}\ \mathrm m)(0.17\times10^{-18}\ \mathrm{m^2})}=2.7\ \mathrm{W/(m\,K)}.$$

## What the model leaves out

Bulk tellurium conducts a few W/(m K) at room temperature, as a rough figure. The similar model value is no prediction, because $\tau$ was an input. In the real crystal, neighbouring chains are coupled and phonons move in three dimensions. Two transverse branches at half the longitudinal speed, with the same lifetime, would add 50 % to $\kappa$. In tellurium the elastic constants put the ratio along the chain axis nearer two thirds, which would add roughly 90 %. Quantum statistics at fixed lifetime multiply it by 0.988. The rms bond stretch is 9.3 pm; with a rough Grüneisen parameter of 1.5, defined here by the change of frequency with chain length, this changes the local stiffness by about 14 %, so harmonic motion is only an approximation. The value 1.5 is assumed; a value near 1 would give about 9 %. An electrical conductivity of 500 S/m, again rough, would add 0.004 W/(m K) by the Wiedemann–Franz estimate with the Lorenz number of a metal. Tellurium is a narrow-gap semiconductor, so electron–hole pairs can carry more heat than this: about 0.08 W/(m K) for a gap of 0.33 eV, if electrons and holes conduct equally and are scattered mainly by acoustic phonons. Other scattering laws can raise this estimate to about 0.12 W/(m K).

The assumption with the largest effect among those estimated here is the loss of momentum. It can represent surroundings that take up momentum but exchange no energy with the chain. It cannot represent an isolated chain. The harmonic chain without reversals is ballistic, as shown above. If an isolated anharmonic chain followed $\kappa\propto L^{1/3}$ beyond $v\tau=4.5$ nm, with a prefactor of one, $\kappa$ would be 6.1 times larger at 1 µm. The exponent and prefactor are assumptions in this estimate. Equation (2) would still hold for that chain, with a slowly decaying $C_{JJ}$ in place of the rapidly decaying one found here. The values computed by the program are listed in the numerical output below.

## Computed results

```
Spacing 0.20 nm; sound speed 3.0 km/s
Temperature 300 K; current lifetime 1.5 ps
Atomic mass 127.6 u; area per chain 0.17 nm^2
Bond stiffness 47.7 N/m; time unit a/v 0.0667 ps
k_B T 25.85 meV; chi = (k_B T)^2 = 668.3 meV^2
C_JJ(0) = 0.1504 eV^2/ps^2
t (ps) | sigma^2 (nm^2) | its 2nd derivative (nm^2/ps^2) | 2a^2 C_JJ/chi (nm^2/ps^2) | D(t) (nm^2/ps)
0.75 | 2.162 | 6.8168 | 6.8171 | 2.658
1.50 | 7.454 | 3.5466 | 3.5466 | 4.271
3.00 | 22.996 | 1.0530 | 1.0529 | 5.836
4.50 | 41.513 | 0.4694 | 0.4694 | 6.414
Late diffusivity v^2 tau/2 = 6.750 nm^2/ps = 0.0675 cm^2/s
Conductivity 2.74 W/(m K)
Largest identity error, reversals: 1.3e-04 (v^2)
Largest identity error, no reversals: 7.1e-07 (v^2)
Largest ballistic-formula error: 2.1e-07 (a^2)
Largest first moment: 2.7e-15 (a)
Anharmonic chain, reduced units: P = 1.0, t = 3.0, 160000 samples of 24 sites
Variance of e 1.0840; variance of q 0.8641 (reduced)
Energy pair: width 17.431, current integral 17.487, std error of difference 0.227 (a^2)
Heat pair: width 11.434, current integral 11.505, std error of difference 0.253 (a^2)
Mixed pair: width 17.431, current integral 9.171, std error of difference 0.214 (a^2)
Tail exponent 0.6667: width exponent 1.3337, prefactor ratio 0.9987 (dimensionless)
Top phonon energy 19.7 meV
Quantum/classical heat capacity 0.976, conductivity 0.988 (ratios)
Rms bond stretch 9.3 pm; stiffness change 14 % (Gruneisen 1.5)
Two transverse branches at speed ratio 0.5, same lifetime: +50 % conductivity
Electronic part at 500 S/m: 0.0037 W/(m K)
Length v*tau 4.5 nm; momentum-conserving growth (L/(v tau))^(1/3) at L = 1 um: 6.1 times
```
